# Zero Modes and Velocity Collapse in a Metallic Tube under Perpendicular Field

## 1. Definitions and conventions

A tube of radius $R$ is unrolled into a strip. The coordinate around it is $x=R\phi$, with $-\pi<\phi\le\pi$, and $y$ runs along the axis. A uniform field $B>0$ is perpendicular to the axis and leaves the tube along $\phi=0$. The electron has charge $-e$, so $\mathbf p\to\mathbf p+e\mathbf A$.

Only the field component normal to the surface acts on the orbital motion. It equals $B\cos\phi$. Setting $\partial_xA_y=B\cos\phi$ gives

$$A_y=BR\sin\phi ,\qquad \frac{eA_y}{\hbar}=\frac{R}{l^2}\sin\phi ,\qquad l^2=\frac{\hbar}{eB}.$$

This potential is periodic because the total flux through the closed surface vanishes. It does not depend on $y$, so the axial wavevector $k$, measured from the Dirac point, is conserved.

For one valley and one spin, the low-energy Hamiltonian acting on the sublattice amplitudes $(\psi_A,\psi_B)$ is

$$H=\hbar v\left[-i\sigma_x\partial_x+\sigma_y\left(k+\frac{R}{l^2}\sin\phi\right)\right].$$

"Metallic" means that the amplitudes are periodic in $\phi$. Axial flux, curvature, Zeeman energy and interactions are absent until stated otherwise. With

$$\kappa=kR,\qquad \lambda=\left(\frac Rl\right)^2,\qquad w(\phi)=\kappa+\lambda\sin\phi,$$

the upper-right element of $H$ is $(\hbar v/R)(-i\partial_\phi-iw)$ and the lower-left one is $(\hbar v/R)(-i\partial_\phi+iw)$. Therefore

$$H=\frac{\hbar v}{R}\begin{pmatrix}0&-iD\\ iD^\dagger&0\end{pmatrix},\qquad D=\partial_\phi+w,\quad D^\dagger=-\partial_\phi+w .$$

Applying $H$ twice gives $D^\dagger D\,\psi_B=s^2\psi_B$ with $E=\pm(\hbar v/R)s$. The energies are thus the singular values $s$ of $D$, taken with both signs.

## 2. The simple case: no field

For $\lambda=0$, the waves $e^{im\phi}$ with integer $m$ give $D=im+\kappa$, hence

$$E=\pm\frac{\hbar v}{R}\sqrt{m^2+\kappa^2}.$$

The $m=0$ bands cross with slope $\pm\hbar v$. At the crossing there are two zero-energy states, one uniform on sublattice A and one uniform on B. The next bands start at $\hbar v/R$.

## 3. Zero modes with the field on

At $E=0$ the sublattices decouple into $D\psi_B=0$ and $D^\dagger\psi_A=0$, that is,

$$\psi_B'=-w\psi_B,\qquad \psi_A'=+w\psi_A .$$

Since $\int w\,d\phi=\kappa\phi-\lambda\cos\phi$, the solutions are

$$\psi_B=C_B\,e^{-\kappa\phi+\lambda\cos\phi},\qquad \psi_A=C_A\,e^{\kappa\phi-\lambda\cos\phi}.$$

Going once around multiplies them by $e^{\mp2\pi\kappa}$. Periodicity requires $\kappa=0$, so zero energy occurs only at $k=0$, where

$$\psi_B\propto e^{+(R/l)^2\cos\phi},\qquad \psi_A\propto e^{-(R/l)^2\cos\phi}.$$

Each first-order equation has one independent solution, so these two modes are all there are.

For $\lambda\to0$ they become the uniform states of Section 2. For $\lambda\gg1$, expansion about $\phi=0$ gives $\psi_B\propto e^{-\lambda\phi^2/2}=e^{-x^2/2l^2}$, the lowest Landau state of a plane in field $B$. The A mode has the same shape about $\phi=\pi$, where the outward field is $-B$. The field has moved the two sublattice states to opposite sides of the tube. In the other valley the sign of $-i\partial_x$ is reversed, which exchanges the roles of A and B and leaves the energies unchanged.

## 4. The reduced velocity

The modified Bessel function is $I_0(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos\phi}d\phi$, and it is even in $z$. Both modes therefore have the same norm integral:

$$\int_{-\pi}^{\pi}e^{\pm2\lambda\cos\phi}d\phi=2\pi I_0(2\lambda),\qquad C_A=C_B=\frac1{\sqrt{2\pi I_0(2\lambda)}} .$$

In the product $\psi_A\psi_B$ the exponentials cancel, so the overlap integral is

$$\int_{-\pi}^{\pi}\psi_A\psi_B\,d\phi=\frac{2\pi}{2\pi I_0(2\lambda)}=\frac1{I_0(2\lambda)} .$$

Moving away from $k=0$ adds $\hbar vk\,\sigma_y$ to the Hamiltonian. This operator has no diagonal element in either mode, since each lives on one sublattice. Its off-diagonal element is $\langle A|\hbar vk\sigma_y|B\rangle=-i\hbar vk/I_0(2\lambda)$. Diagonalizing the $2\times2$ matrix gives

$$E=\pm\frac{\hbar vk}{I_0(2\lambda)},\qquad \boxed{v^*=\frac{v}{I_0(2R^2/l^2)}} .$$

Coupling to the other levels, which lie at nonzero energy, enters at order $k^2$ or higher. It cannot alter the slope at $k=0$, so the result is exact for this Hamiltonian at any $\lambda$. The physical reason for the slowing is that the axial velocity operator $v\sigma_y$ connects A to B, and the field reduces the overlap of these amplitudes.

**Weak field.** From $I_0(z)\approx1+z^2/4$ with $z=2\lambda$, $v^*\approx v(1-\lambda^2)$. The first change is of order $B^2$.

**Strong field.** Near its maximum $e^{z\cos\phi}\approx e^{z}e^{-z\phi^2/2}$, so $I_0(z)\approx e^z/\sqrt{2\pi z}$ and

$$v^*\approx v\sqrt{4\pi\lambda}\;e^{-2\lambda}.$$

**Density of states.** At a small energy each valley and spin contributes two wavevectors, $\pm E/\hbar v^*$, each with weight $1/(2\pi\hbar v^*)$ per unit length. With four valley-spin copies,

$$g(0)=\frac{4\cdot2}{2\pi\hbar v^*}=\frac{4}{\pi\hbar v}\,I_0(2\lambda).$$

## 5. Generalization: a tube with a small gap

An axial flux $\Phi$ replaces $-i\partial_x$ by $-i\partial_x+q$, where $qR=\Phi/(h/e)$. A constant circumferential shift caused by curvature has the same form. The perturbation is $\hbar v(q\sigma_x+k\sigma_y)$, with off-diagonal element $\hbar v(q-ik)/I_0(2\lambda)$. To lowest order in $q$ and $k$,

$$E=\pm\frac{\hbar v\sqrt{k^2+q^2}}{I_0(2\lambda)} .$$

The perpendicular field thus shrinks a small gap by the same factor as the velocity. For $q=0$ the previous result returns; for $\lambda=0$ this is the usual gapped Dirac band.

## 6. From a slow crossing to a flat level

The slope at one point does not show how far the flatness extends. For this, take $\kappa>0$ and invert $D$. Let $U=\kappa\phi-\lambda\cos\phi$, so that $U'=w$ and $D=e^{-U}\partial_\phi e^{U}$. The solution of $DG=\delta(\phi-\phi')$ is

$$G=e^{U(\phi')-U(\phi)}\left[\theta(\phi-\phi')+b\right].$$

Periodicity in $\phi$, with $U(\pi)-U(-\pi)=2\pi\kappa$, requires $e^{-2\pi\kappa}(1+b)=b$. Hence $1+b=1/(1-e^{-2\pi\kappa})$.

The smallest singular value of $D$ is the inverse of the largest one of $G$. For strong field and $\kappa<\lambda$, $G$ is largest when $\phi$ is near the local minimum of $U$ and $\phi'$ near the local maximum. Both satisfy $\sin\phi=-\kappa/\lambda$. With $\alpha=\arcsin(\kappa/\lambda)$ and $c=\cos\alpha$, they are

$$\phi_0=-\alpha\ (U''=\lambda c),\qquad \phi_1=-\pi+\alpha\ (U''=-\lambda c).$$

Since $\phi_0>\phi_1$, the bracket equals $1+b$ there. (If the Gaussian about $\phi_1$ reaches across $\phi'=-\pi$, the periodicity of $G$ in $\phi'$ continues it smoothly.) So $G$ is approximately a product of a function of $\phi$ and a function of $\phi'$, and its largest singular value is the product of their norms. Each squared norm contains $\int e^{-\lambda c\,u^2}du=\sqrt{\pi/\lambda c}$, which gives

$$\frac1s\approx\frac{e^{U(\phi_1)-U(\phi_0)}}{1-e^{-2\pi\kappa}}\sqrt{\frac{\pi}{\lambda c}} .$$

Now $U(\phi_1)=-\kappa(\pi-\alpha)+\lambda c$ and $U(\phi_0)=-\kappa\alpha-\lambda c$, so the exponent is $2\lambda c-\kappa(\pi-2\alpha)$. Using $1-e^{-2\pi\kappa}=2e^{-\pi\kappa}\sinh\pi\kappa$,

$$E\approx\frac{\hbar v}{R}\,2\sqrt{\frac{\lambda c}{\pi}}\,\sinh(\pi\kappa)\,e^{-2\lambda c-2\alpha\kappa},\qquad \lambda c^3\gg1 .$$

The condition ensures that the cubic term of $U$, where $|U'''|=\kappa<\lambda$, is small over the Gaussian width $(\lambda c)^{-1/2}$.

**Limit $\kappa\to0$.** The right side becomes $(\hbar v/R)\kappa\sqrt{4\pi\lambda}\,e^{-2\lambda}$, the strong-field slope of Section 4. The next term shows how soon the band bends. Since $-2\lambda c-2\alpha\kappa\approx-2\lambda-\kappa^2/\lambda$,

$$\frac{E}{\hbar v^*k}\approx1+\left(\frac{\pi^2}{6}-\frac1\lambda\right)\kappa^2,$$

where terms of order $\kappa^2/\lambda^2$ are dropped. The linear law needs $kR\ll1$, however wide the plateau is.

**Limit $\lambda\to\infty$ at fixed $u=\kappa/\lambda$.** With $\sinh\pi\kappa\approx e^{\pi\kappa}/2$ the exponent is $-2\lambda h(u)$, where $h(u)=\sqrt{1-u^2}-u\arccos u$. Its derivative is $-\arccos u<0$ and $h(1)=0$, so $h>0$ for $0<u<1$. At every fixed fraction of the interval $|k|<R/l^2$ the energy vanishes exponentially with $\lambda$. This is the flat $n=0$ Landau level. The formula fails near the edge, where $c\to0$ and the local normal field $Bc$ vanishes.

**The next level.** Expanding the product gives $D^\dagger D=-\partial_\phi^2+w^2-w'$. At $k=0$, near $\phi=0$, this is $-\partial_\phi^2+\lambda^2\phi^2-\lambda$, with eigenvalues $2\lambda n$. Near $\phi=\pi$ the last sign is reversed and the eigenvalues are $2\lambda(n+1)$. The first nonzero value is $s^2=2\lambda$, so $E_1\to\sqrt2\,\hbar v/l$.

The leading correction comes from $\lambda^2\sin^2\phi\approx\lambda^2(\phi^2-\phi^4/3)$ and $-\lambda\cos\phi\approx-\lambda+\lambda\phi^2/2$. In the $n=1$ oscillator state, $\langle\phi^2\rangle=3/2\lambda$ and $\langle\phi^4\rangle=15/4\lambda^2$, so the shift is $-5/4+3/4=-1/2$. In the degenerate partner at $\phi=\pi$, the values $1/2\lambda$ and $3/4\lambda^2$ give $-1/4-1/4=-1/2$ as well. Thus $s^2\approx2\lambda-\tfrac12$.

## 7. The same tube as a lattice

In a nearest-neighbour armchair tube with lattice constant $a$ and hopping $t$, each A atom has one bond along the circumference. Its other two bonds have axial displacements $\pm a/2$ and equal circumferential displacement. For fixed $k$, now measured from the zone centre, these two combine into $2t\cos[(k+eA_y/\hbar)a/2]$. What remains is a ring on which single and combined links alternate. For an $(N,N)$ tube it holds $2N$ atoms of each sublattice. Let $\psi_j$ be the amplitude on the $j$-th atom of one sublattice. A zero mode on that sublattice obeys

$$\psi_j=-2\cos\!\left[\left(k+\frac{eA_{y,j}}{\hbar}\right)\frac a2\right]\psi_{j-1}.$$

The $2N$ minus signs cancel around the ring, so closure requires $\prod_j2\cos[\dots]=1$. The other sublattice gives the same condition. In the armchair tube the field can therefore move the crossing without opening a gap.

To find the shift, put $k=2\pi/3a+\delta$ and $u_j=(\delta+eA_{y,j}/\hbar)a/2$. At $\pi/3$ the function $\ln(2\cos)$ is zero, its slope is $-\sqrt3$ and its second derivative is $-4$. Averaging around the ring gives $-\sqrt3\langle u\rangle-2\langle u^2\rangle=0$. Here $\langle u\rangle=\delta a/2$ and, to leading order, $\langle u^2\rangle=(a^2/4)(R^2/2l^4)$. Therefore

$$\delta=-\frac{aR^2}{2\sqrt3\,l^4}.$$

The other valley has the opposite shift, because reversing $k$ and $\phi$ together leaves the cosines unchanged. This gapless result is specific to the armchair geometry. In a metallic zigzag tube the lattice correction acts instead like a circumferential shift $q$ of Section 5 with $|q|=|\delta|$, and the field opens a gap $2\hbar v|\delta|/I_0(2\lambda)$.

## 8. Numbers for a wide tube

Take $R=10$ nm, $B=20$ T and $v=10^6$ m/s. Then $l=5.737$ nm and

$$\lambda=(10/5.737)^2=3.04,\qquad I_0(6.077)=72.1,$$

$$v^*=\frac{10^6}{72.1}=1.39\times10^4\ \text{m/s}.$$

The density of states at the node rises from $1.93$ to $1.934\times72.14\approx139.5$ states/(eV nm). The B mode has 99.9% of its probability on the half of the tube with $|\phi|<\pi/2$.

At fixed $R$ and $v$, $v^*/v$ is 0.600 at 5 T, 0.199 at 10 T, 0.0139 at 20 T and $4.6\times10^{-5}$ at 40 T. Diagonalizing $H$ in Fourier waves gives the same values to the digits quoted. The strong-field form is 13% too high at 5 T and 2% too high at 20 T.

The plateau edge is $R/l^2=0.304$ nm$^{-1}$. Inside it, at 20 T:

| $kl^2/R$ | $E$, diagonalized (meV) | $E$, formula (meV) |
|---|---|---|
| 0.10 | 0.31 | 0.32 |
| 0.25 | 1.27 | 1.30 |
| 0.50 | 7.2 | 7.5 |
| 0.75 | 24.8 | 25.5 |

The formula is 2–5% high here. The last row has $\lambda c^3\approx0.9$, outside the condition of Section 6, and its small error is accidental: the error changes sign nearby, and at $kl^2/R=0.90$ the formula is 15% low. At $kl^2/R=0.3$ its error, relative to diagonalization, is 1.4% for $\lambda=6$ and 0.7% for $\lambda=12$. At $kR=0.25$ the energy is 8% above the linear law, as the expansion in Section 6 predicts.

The next level lies at 154 meV. The planar value $\sqrt2\hbar v/l$ is 162 meV, and the correction $s^2=2\lambda-\frac12=5.58$ gives $65.8\sqrt{5.58}=155$ meV. At 20 T the level is therefore well separated but still visibly dispersive.

The $(147,147)$ armchair lattice ($a=0.247$ nm, $t=3.08$ eV) gives $v^*/v=0.01391$, which is 0.3% above the Dirac result. Halving $a$ at fixed $R$, $l$ and $v$ reduces the difference to 0.09%. Both differences include about 0.013% from band bending over the finite step $kR=0.01$ used to measure the slope; the rest falls as $a^2$. The node shift is $-0.00658$ nm$^{-1}$ from both the lattice and the formula, about 2% of the plateau edge.

## 9. Beside a real nanotube

These parameters are roughly those of a large outer shell of a multiwall carbon nanotube, provided that shell is metallic. The crossing is shown to stay gapless only for an armchair shell: the nearest-neighbour $(255,0)$ zigzag tube of the same radius, gapless at $B=0$, has a gap of 0.12 meV at 20 T. The radius is far from typical for a single-wall tube. At $R=1$ nm and 20 T, $\lambda$ is a hundred times smaller, about 0.03, and the velocity falls by only $\lambda^2\approx0.1\%$.

Spin changes the example noticeably. With $g=2$ the Zeeman splitting is 2.3 meV. In a neutral tube the Fermi level then cuts each spin branch 1.16 meV from its own node, at $kR=0.73$. The velocity there is $0.047v$, or 3.4 times $v^*$. Reaching $v^*$ itself would require both doping to one of the spin-shifted nodes and a temperature well below 4.2 K. At 4.2 K the thermal energy, 0.36 meV, already exceeds the band energy at $kl^2/R=0.1$, so faster states away from the node take part.

A field tilt of one degree gives an axial flux of $0.0265\,h/e$. The gap it would open without the perpendicular field, 3.5 meV, is reduced to 0.05 meV.

For a neighbouring shell, a flat twisted-layer estimate uses an assumed coupling $\gamma=0.11$ eV and a 15° twist. Each sublattice state couples to two others in each of three momentum transfers of size $Q=(8\pi/3a)\sin7.5^\circ$. Second-order mixing then puts a weight $6(\gamma/\hbar vQ)^2\approx0.9\%$ on the neighbour. This is a size estimate, not a bound on the velocity change.

The assumption most open to failure is that of independent electrons. The bare Coulomb energy at distance $l$ is 251 meV. Even if screening reduced it tenfold, it would exceed the band energy over the inner half of the plateau. The velocity $v^*$ is therefore a one-particle result. How far interactions move it is not determined here, and disorder and spin-orbit coupling are also left out. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
Radius R = 10.0 nm, field B = 20.0 T
Dirac velocity v = 1.00e+06 m/s
hbar v = 0.6582 eV nm
hbar v / R = 65.82 meV
Magnetic length l = 5.737 nm
lam = (R/l)^2 = 3.0385 (dimensionless)
I0(2 lam) = 72.135 (dimensionless)
Reduced velocity v* = 1.3863e+04 m/s
v*/v from formula = 0.013863
v*/v from diagonalization = 0.013863
B-mode probability on |phi|<pi/2 = 0.99925
Node density of states, B=0: 1.934 /(eV nm)
Node density of states, B on: 139.5 /(eV nm)
Plateau edge R/l^2 = 0.3039 1/nm
Energy/linear law at kR=0.25: 1.0812
Flat level: k l^2/R, E diagonalized (meV), E formula (meV)
  0.10  0.311  0.318
  0.25  1.267  1.302
  0.50  7.196  7.518
  0.75  24.800  25.485
Next level at k=0, diagonalized = 153.94 meV
sqrt(2) hbar v / l = 162.26 meV
Field table: B (T), lam, v*/v formula, diagonalized, strong-field
  5  0.7596  0.600304  0.600304  0.676235
  10  1.5193  0.198578  0.198578  0.209316
  20  3.0385  0.013863  0.013863  0.014181
  30  4.5578  0.000820  0.000820  0.000832
  40  6.0771  0.000046  0.000046  0.000046
Plateau formula error, k l^2/R=0.3, lam=6: 1.37 %
Plateau formula error, k l^2/R=0.3, lam=12: 0.66 %
Armchair lattice (147,147): a = 0.2468 nm, t = 3.080 eV
Lattice v*/v = 0.013907, off formula by 0.320 %
Lattice constant halved: v*/v = 0.013875, off by 0.090 %
Shift of v*/v on halving = -3.20e-05
Node shift: lattice -0.006576, formula -0.006577 1/nm
Zeeman splitting (g=2) = 2.315 meV
Neutral Fermi point with Zeeman: kR = 0.7255
Velocity there / v = 0.04700
Thermal energy at 4.2 K = 0.362 meV
Field tilt 1 degree: axial flux = 0.02651 h/e
Gap from this tilt = 0.0483 meV
Same gap without reduction = 3.490 meV
Shell coupling (rough input) = 0.11 eV, twist = 15 degrees
Weight on neighbour shell, rough = 0.85 %
Bare Coulomb energy at distance l = 251.0 meV
```
